# Why mirror heating shifts EUV focus differently for different source shapes

**Q:** On an EUV scanner I change the illumination from a small disc to an annulus, keep the absorbed power the same, and expect the hot projection optics to focus differently. Which mirror should I think about, and what does the source shape do to it?

**A:** Take a mirror in a pupil of the projection lens. There each direction of the illumination has its own place, so light reflected by a mostly blank reticle paints an image of the source on the mirror. A disc source heats a disc and an annular source heats a ring.

I treat one such mirror as a nearly flat, free, isotropic glass disc of radius $a$ and thickness $H$. It has conductivity $\kappa$, Poisson ratio $\nu$ and constant expansion coefficient $\alpha$. Both faces lose heat at a rate $hT$ per area, where $T$ is the rise above the surroundings, and the rim is insulated. The light arrives at normal incidence, the state is steady, and the absorbed flux $q(r)$ has axial symmetry. Dipole sources are therefore outside this calculation.

**Q:** Then the ring is hot where the ring is lit, and the glass bulges there?

**A:** That picture is too local, because heat spreads and the glass bends as a whole. Let $z$ be the depth below the lit face and write

$$q(r)=\bar q+\sum_n q_nJ_0(k_nr),\qquad J_1(k_na)=0 .$$

Since $J_0'=-J_1$, no mode carries heat through the rim. The modes are orthogonal with weight $r$, and $\int_0^aJ_0^2(k_nr)\,r\,dr=a^2J_0^2(k_na)/2$, so

$$q_n=\frac{2}{a^2J_0^2(k_na)}\int_0^a q(r)J_0(k_nr)\,r\,dr .$$

Consider one mode and drop its index. Its temperature is $T=g(z)J_0(kr)$. The radial Laplacian of $J_0(kr)$ is $-k^2J_0(kr)$, so the steady heat equation $\nabla^2T=0$ gives $g''=k^2g$. With $s=h/(\kappa k)$, the solution that satisfies the back-face condition $-\kappa g'(H)=hg(H)$ is

$$g=A\left[\cosh k(H-z)+s\sinh k(H-z)\right].$$

At the front, the heat entering the glass is $-\kappa g'(0)=\kappa kA(\sinh kH+s\cosh kH)$. The heat lost there is $hg(0)=\kappa k\,sA(\cosh kH+s\sinh kH)$. Their sum is the absorbed $q_n$. Dividing by $\cosh kH$ and writing $t=\tanh kH$, the fraction of the absorbed heat that enters the glass is

$$f=\frac{t+s}{(t+s)+s(1+st)}=\frac{t+s}{t(1+s^2)+2s}.$$

The uniform part has a linear profile $T=T_0-Fz/\kappa$, where $F$ is the flux crossing the plate. At the back $F=h(T_0-FH/\kappa)$, so $T_0=F/h+FH/\kappa$. At the front $\bar q=hT_0+F=F(2+hH/\kappa)$. Thus

$$F=f_0\bar q,\qquad f_0=\frac1{2+hH/\kappa}.$$

**Q:** That gives the temperature. How do you get the surface without solving a full elasticity problem?

**A:** For a nonuniform mode the elasticity problem has a short solution. Try

$$u_r=-\frac{\beta}{k^2}\partial_rT,\qquad u_z=\frac{\beta}{k^2}\partial_zT,\qquad \beta=(1+\nu)\alpha .$$

The strains follow from $r^{-1}\partial_r(r\partial_rT)=-k^2T$ and $\partial_z^2T=k^2T$:

$$\varepsilon_{rr}+\varepsilon_{\phi\phi}=\beta T,\qquad \varepsilon_{zz}=\beta T,\qquad 2\varepsilon_{rz}=\partial_zu_r+\partial_ru_z=0 .$$

The stress is $\sigma_{ij}=\lambda\delta_{ij}\,\mathrm{tr}\,\varepsilon+2\mu\varepsilon_{ij}-(3\lambda+2\mu)\alpha T\delta_{ij}$, with $\lambda$ and $\mu$ the Lamé constants. From $\lambda=2\mu\nu/(1-2\nu)$ one finds $\lambda+\mu=\mu/(1-2\nu)$ and $3\lambda+2\mu=2\mu(1+\nu)/(1-2\nu)$. With $\mathrm{tr}\,\varepsilon=2\beta T$,

$$\sigma_{zz}=\left[2(\lambda+\mu)\beta-(3\lambda+2\mu)\alpha\right]T=0 .$$

Both $\sigma_{zz}$ and $\sigma_{rz}$ vanish everywhere, so the faces are free and the forces along $z$ balance. The same bracket gives $2\lambda\beta-(3\lambda+2\mu)\alpha=-2\mu\beta$. Hence

$$\sigma_{rr}=2\mu(\varepsilon_{rr}-\beta T)=-2\mu\frac{u_r}{r},\qquad \sigma_{\phi\phi}=-2\mu\,\partial_ru_r .$$

The radial balance also holds:

$$\partial_r\sigma_{rr}+\frac{\sigma_{rr}-\sigma_{\phi\phi}}r=-2\mu\left[\frac{\partial_ru_r}{r}-\frac{u_r}{r^2}+\frac{u_r}{r^2}-\frac{\partial_ru_r}{r}\right]=0 .$$

At the rim $u_r\propto J_1(ka)=0$, so $\sigma_{rr}=0$ there and the rim is free as well.

Let the bulge $b$ be positive towards the light, so $b=-u_z(z=0)$. Since $-\kappa\partial_zT=fq_nJ_0$ at the face, the mode contributes $b=\beta fq_nJ_0(kr)/(\kappa k^2)$.

**Q:** And the uniform part? I would have guessed that it only makes the mirror thicker.

**A:** It also bends it, because the front is warmer than the back. The displacement

$$u_r=\alpha rT,\qquad u_z=\alpha\left(T_0z-\frac{Fz^2}{2\kappa}\right)+\frac{\alpha Fr^2}{2\kappa}$$

gives each normal strain the value $\alpha T$. The shear vanishes because $\partial_zu_r=-\alpha Fr/\kappa$ cancels $\partial_ru_z=\alpha Fr/\kappa$. There is no stress, and the face becomes a dome, $b=-\alpha Fr^2/(2\kappa)$. Up to a constant,

$$b(r)=\frac{\alpha}{\kappa}\left[(1+\nu)\sum_n\frac{f_nq_n}{k_n^2}J_0(k_nr)-\frac{f_0\bar q\,r^2}{2}\right].$$

**Q:** I can compute with that series, but I cannot see from it why a ring differs from a disc.

**A:** Take its radial Laplacian. Each $J_0(k_nr)/k_n^2$ gives $-J_0(k_nr)$, and $r^2$ gives 4. Let $q_{\rm net}(r)$ be the flux that enters the glass after the front-face loss, with mean $\bar q_{\rm net}=f_0\bar q$. Then the sum $\sum f_nq_nJ_0$ is $q_{\rm net}-\bar q_{\rm net}$, and

$$\nabla^2b=-\frac{\alpha}{\kappa}\left[(1+\nu)(q_{\rm net}-\bar q_{\rm net})+2\bar q_{\rm net}\right]
=-\frac{\alpha}{\kappa}\left[(1+\nu)q_{\rm net}+(1-\nu)\bar q_{\rm net}\right].$$

Multiply by $r$ and integrate from the centre. On the left $r\nabla^2b=(rb')'$. On the right $2\pi\int_0^rq_{\rm net}r'dr'=P_{\rm net}(r)$, the net heat entering inside radius $r$. So

$$b'(r)=-\frac{\alpha}{\kappa}\left[(1+\nu)\frac{P_{\rm net}(r)}{2\pi r}+(1-\nu)\frac{\bar q_{\rm net}\,r}{2}\right].$$

This has the form of Gauss's law. The second term depends on the total absorbed power and not on the source shape. The first counts the heat that enters closer to the centre. A disc source puts its heat inside, so the surface falls away steeply around it. A ring puts none inside its inner edge, so the middle of the mirror is left almost unbent.

**Q:** Almost? Is there a limit in which I can see what remains?

**A:** Let the loss become weak, $h\to0$, at fixed absorbed power. The temperature then rises without bound, but the shape stays finite. For every nonuniform mode $s\to0$ and $f\to1$, while $f_0\to1/2$, because half of the total must still leave through the front. Hence $q_{\rm net}=q-\bar q/2$ and $\bar q_{\rm net}=\bar q/2$, and the thickness has dropped out. Inside a ring, where $q=0$, we have $P_{\rm net}=-\pi r^2\bar q/2$ and

$$b'=-\frac{\alpha}{\kappa}\,\frac{\bar q\,r}{4}\left[-(1+\nu)+(1-\nu)\right]=+\frac{\alpha\nu\bar q\,r}{2\kappa}.$$

The middle is slightly dished. This relies on equal losses from both faces. If the front lost no heat, $P_{\rm net}$ would vanish inside the ring and $\bar q_{\rm net}$ would equal $\bar q$, so $b'=-\alpha(1-\nu)\bar q\,r/(2\kappa)$, a slight dome. Outside a central disc load, where $P_{\rm net}=P-\pi r^2\bar q/2$, the same steps give

$$b'=-\frac{\alpha}{\kappa}\left[\frac{(1+\nu)P}{2\pi r}-\frac{\nu\bar q\,r}{2}\right],$$

whose first term integrates to a logarithm. That shape is not a pure defocus.

**Q:** If it is not a pure defocus, what do you mean by the focus shift?

**A:** I mean the defocus at which the image of a line grating has its largest fundamental modulation. Measure pupil positions in units of the pupil radius $R_p$. A source point $\mathbf s$ sends the zero order to $\mathbf s$ and the first orders to $\mathbf s\pm\mathbf g$, with $|\mathbf g|=\lambda/(p\,\mathrm{NA})$ for wavelength $\lambda$ and pitch $p$.

A bulge shortens the path by $2b$. Moving the image plane by $z$ along the propagation adds the path $zC(\rho)$, with $C=\sqrt{1-\mathrm{NA}^2\rho^2}$. The phase at pupil radius $\rho$ is therefore $\varphi=(2\pi/\lambda)(-2b+zC)$.

The fundamental comes from interference of the zero order with each first order:

$$e^{i[\varphi(\mathbf s+\mathbf g)-\varphi(\mathbf s)]}+e^{i[\varphi(\mathbf s)-\varphi(\mathbf s-\mathbf g)]}.$$

The source also contains $-\mathbf s$, and $\varphi$ depends on $\rho$ alone. The second term taken at $-\mathbf s$ is thus the complex conjugate of the first at $\mathbf s$. The sum over the source is proportional to

$$M(z)=\sum_j\cos\left[\frac{2\pi}{\lambda}(\Delta_j+zD_j)\right].$$

Here $j$ runs over the pairs $(\mathbf s,\mathbf s+\mathbf g)$ that pass the pupil, $\Delta_j$ is the difference of $-2b$ within the pair, and $D_j$ is the difference of $C$. At the maximum $\sum_jD_j\sin[\dots]=0$. If the phases left at best focus are small, the sine may be replaced by its argument:

$$z=-\frac{\sum_jD_j\Delta_j}{\sum_jD_j^2}.$$

So the source enters twice. It sets $b$, and it chooses the pairs at which $b$ is read. The formula fails if all $D_j$ vanish, as for two source points at $\pm\mathbf g/2$ when $3|\mathbf g|/2>1$. Only the pair $(-\mathbf g/2,\mathbf g/2)$ then passes the pupil, and this modulation does not depend on focus.

**Q:** Suppose the absorption were uniform over the whole mirror. Would the source still matter?

**A:** Hardly. Then $b=-c\rho^2$ with $c=\alpha f_0\bar qR_p^2/(2\kappa)$. For a pair at $\rho_1,\rho_2$, $\Delta=2c(\rho_2^2-\rho_1^2)$. Expanding the square root to fourth order in NA,

$$D=-\frac{\mathrm{NA}^2}{2}(\rho_2^2-\rho_1^2)\left[1+\frac{\mathrm{NA}^2}{4}(\rho_1^2+\rho_2^2)\right].$$

To lowest order every pair asks for the same shift, $z=4c/\mathrm{NA}^2$. Since $\rho_1^2+\rho_2^2\le2$, the bracket changes this by at most about $\mathrm{NA}^2/2$, which is 5% at NA 0.33.

Uniform absorption thus shifts focus with no lateral temperature difference at all; the depth gradient suffices. What it cannot do is make the shift differ appreciably between sources of equal power. That difference needs nonuniform absorption. The converse does not hold: two different heat maps may happen to give the same $z$.

**Q:** Put in numbers for an EUV mirror.

**A:** I take $a=100$ mm, $H=50$ mm, $R_p=80$ mm, $\kappa=1.3$ W/(m K), $\nu=0.17$, $\alpha=20$ ppb/K, $h=5$ W/(m² K) and 0.3 W absorbed. The optics have $\lambda=13.5$ nm, NA 0.33 and $p=64$ nm, so $|\mathbf g|=0.639$. The power is the same for every source.

The mean flux is $\bar q=0.3/(\pi\,0.1^2)=9.549$ W/m². With $hH/\kappa=0.192$, $f_0=1/2.192=0.456$. The mean front-face rise is $\bar q(1-f_0)/h=1.04$ K.

Compare a disc source (radii 0 to 0.5 of the pupil) with an annulus (0.6 to 0.9). The series, summed over 400 modes, gives a rise at the centre of 2.01 K for the disc and 0.90 K for the annulus. The net heat entering inside $r=40$ mm is 255.7 mW for the disc and −24.1 mW for the annulus. The negative sign means that the unlit middle loses heat through its face. For the disc, the slope at 40 mm is

$$b'=-\frac{20\times10^{-9}}{1.3}\left[\frac{1.17\times0.2557}{2\pi\times0.04}+\frac{0.83\times4.355\times0.04}{2}\right]=-19.4\ \text{nm/m}.$$

For the annulus the two terms in the bracket are −0.112 and +0.072 W/m, so the slope is +0.6 nm/m. The weak-loss formula gives +0.5 nm/m, the same slight dish.

**Q:** And the focus? I want to know how much comes from the heating and how much from the reading.

**A:** Heat with one source and read with another. I summed the focus formula over source points on a square grid with spacing 0.02 pupil radii. "Broad" is a disc of radii 0 to 0.9. Shifts are in nm, positive away from the lens. A finer sampling of the source moves the entries by up to 0.04 nm, so the last digit shown can change by one.

| Heated by | Read by disc | Read by annulus | Read by broad |
|---|---:|---:|---:|
| disc | 36.7 | 35.4 | 35.7 |
| annulus | 4.1 | 4.5 | 4.4 |
| broad | 15.9 | 15.9 | 15.9 |
| whole face | 7.7 | 7.7 | 7.7 |

Summing the image intensities directly and maximising their fundamental over $z$ moves no entry by as much as 0.01 nm, so the small-phase step is harmless here.

With each source both heating and reading, disc minus annulus is 32.2 nm, about half of the focus scale $\lambda/(2\,\mathrm{NA}^2)=62$ nm. The change of heating, averaged over the two readings, gives $[(36.66-4.09)+(35.37-4.46)]/2=31.7$ nm. The change of reading, averaged over the two heatings, gives $[(36.66-35.37)+(4.09-4.46)]/2=0.5$ nm. This small mean hides two contributions of opposite sign, but neither exceeds 1.4 nm. At this pitch the deformation matters far more than where it is read. That is not general: at a pitch of 150 nm, the mirror heated by the disc gives 48 nm when read by the disc and 25 nm when read by the annulus.

For the whole-face load $c=0.214$ nm, so the lowest-order shift is $4\times0.214/0.33^2=7.9$ nm, against 7.7 nm in the table. The three readings agree to 0.01 nm, much closer than the 5% bound requires. The averages of $\rho_1^2+\rho_2^2$ that enter must be nearly equal for these sources at this pitch; I would not expect that in general.

**Q:** How close is this to a real scanner?

**A:** The wavelength and NA are those of a current class of EUV scanners. The mirror size, loss coefficient and absorbed power are rough values, and 0.3 W is low for a mostly blank reticle. If about 1 W reaches the wafer after six mirrors of reflectance 0.65, the last mirror absorbs about 0.5 W and the first nearly 5 W. An expansion of 20 ppb/K is large for titania-silica glass, which is normally used near the temperature where its expansion vanishes. With a typical slope of 1.5 ppb/K per kelvin, my value lies about 13 K from that point. In the linear model the focus difference scales with $\alpha P$, so a better-placed mirror shifts less.

Of three simplifications that I tested at fixed power and starting expansion, the blank reticle moves the result most. I replaced it by dense equal lines at the same pitch, giving the zero order weight 1/4 and each first order $1/\pi^2$, dropping light outside the pupil and keeping 0.3 W absorbed. The azimuthal average of that footprint reduces the difference from 32.2 to 17.9 nm. The part left out by averaging would make focus depend on line orientation, and dipole sources would do the same.

Two other changes, computed with axisymmetric finite elements, are smaller. Cooling the rim like the faces gives 32.1 nm. Letting $\alpha$ rise from 20 ppb/K by 1.5 ppb/K per kelvin gives 35.4 nm. Close to zero expansion, or at several watts, that correction would no longer be small, and the linear law would fail.

Equal losses from both faces are also an assumption, since a reflective coating may radiate less than bare glass. This affects the separate shifts more than their difference. With no loss at the front, the disc and annulus shifts become about 49 and 14 nm, and their difference 35 nm.

A curved mirror adds a focus term when it expands uniformly, because its sag $r^2/(2R)$ changes by the fraction $\alpha T$. For $R=1$ m and the mean rise, its size is $2\alpha TR_p^2/(R\,\mathrm{NA}^2)=2.4$ nm, equal for sources of equal power. Uneven heating of a curved mirror adds a further change of shape that the flat disc does not show. That part can differ between sources and is not included in the table. The other mirrors and the scanner's own focus correction are not included.

**Q:** How long must I wait to see the steady value?

**A:** About an hour after a change of source at equal power. Such a change leaves the mean temperature alone. The slowest part it disturbs is the first mode, with $k_1=3.83/a$. With density $\varrho=2200$ kg/m³ and heat capacity $c_p=770$ J/(kg K), this mode evens out sideways in about $\varrho c_p/(\kappa k_1^2)=0.25$ h, so after an hour at most about 2% of the change is still to come. Differences through the depth fade faster, in about $\varrho c_pH^2/(\pi^2\kappa)=0.09$ h. The mean temperature relaxes in $\varrho c_pH/(2h)=2.4$ h after a cold start or a change of power, but with constant $\alpha$ it does not bend a flat mirror. An exposure run of a few minutes need not reach the values in the table.

**Q:** Could I remove the source dependence with a heater on the mirror face?

**A:** Within this model, almost entirely, if light plus heater give the same uniform absorbed flux over the whole face for every source. Filling in only the unlit areas is not enough. At 0.3 W the disc source gives 59.7 W/m² where it is lit and the annulus 33.2 W/m², so the heater must also top up the lit part of the annulus. The equations are linear in the flux, so the mirror then keeps the same quadratic dome for every source, and only the small dependence on the reading remains. A common focus offset remains, set by the total power. A uniform 59.7 W/m² over the whole face means 1.875 W in total, so the offset is $7.7\times1.875/0.3=48$ nm if $\alpha$ stays constant. The mean rise is then $59.7/(2\times5)=6.0$ K, however. With a slope of 1.5 ppb/K per kelvin, this raises $\alpha$ to 29 ppb/K and the offset to about 70 nm. The heater thus trades a shift that depends on the source for a larger constant one, which the scanner must correct.
